# Momentum-dependent spin splitting at zero net magnetisation without spin-orbit coupling

**The argument under review**

The manuscript reports a noncollinear spin-density-functional calculation for a crystal with two antiparallel moments per cell. The bands are spin split by an amount that depends on the crystal momentum \(\mathbf k\), although the net magnetisation is zero. The interpretation runs as follows.

(a) With equal numbers of up and down electrons there is no average exchange field, so exchange cannot separate the two spins.

(b) Without spin-orbit coupling (SOC) the spin does not know the directions of the lattice, so a splitting cannot depend on the direction of \(\mathbf k\).

(c) The splitting is therefore a spin-orbit effect, and its size measures the strength of SOC in the heavy atoms.

Steps (a) and (b) each draw a false inference from an observation that is true here: the average exchange field vanishes when symmetry makes the two sublattices equivalent, and without SOC the spin does not know the lattice directions. I first locate the errors by symmetry, then treat a model in which every term can be followed.

**What symmetry does and does not require**

Let \(s=\pm1\) denote spin up or down along an axis \(\mathbf n\), and suppose that this spin component is conserved. Time reversal flips both spin and momentum, so a crystal with this symmetry has \(E_s(\mathbf k)=E_{-s}(-\mathbf k)\). Inversion flips the momentum alone, giving \(E_s(\mathbf k)=E_s(-\mathbf k)\). Together they give \(E_s(\mathbf k)=E_{-s}(\mathbf k)\), a spin degeneracy at every \(\mathbf k\).

A magnet with ordered moments is not time-reversal symmetric: the operation reverses each moment. That the moments add to zero does not repair this. Degeneracy at every \(\mathbf k\) then needs another symmetry. Without SOC, spin may be rotated independently of the lattice, and two combinations suffice:

- A spin flip combined with a translation that exchanges the sublattices. The translation leaves \(\mathbf k\) unchanged, so \(E_s(\mathbf k)=E_{-s}(\mathbf k)\) at once.
- A spin flip combined with an inversion that exchanges the sublattices. This gives \(E_s(\mathbf k)=E_{-s}(-\mathbf k)\). If the Hamiltonian for each spin is real in position space, complex conjugation also gives \(E_s(-\mathbf k)=E_s(\mathbf k)\), and degeneracy follows.

If the sublattices are related only by a rotation or a mirror that takes \(\mathbf k\) to a momentum other than \(\pm\mathbf k\), the spin flip connects different momenta. The total moment still cancels, but the two energies at one \(\mathbf k\) need not agree. This is the altermagnetic case, and the manuscript does not consider it.

**A model in which the claim can be checked**

Take a square lattice with lattice constant 1 and one orbital on each of two sites, A at \((0,0)\) and B at \((\tfrac12,\tfrac12)\). A hopping amplitude \(t\) enters the Hamiltonian as \(-t\). Let \(t_1\) connect each A site to its four B neighbours. Between A sites the hopping is \(t_2+\delta\) along \(x\) and \(t_2-\delta\) along \(y\); between B sites the two values are interchanged. The parameter \(\delta\) represents surroundings that differ by a quarter turn on the two sublattices. There is no SOC for now.

In noncollinear spin density functional theory the exchange-correlation field acts on the spinor as a vector multiplying the Pauli matrices \(\boldsymbol\sigma\). In a local approximation it is parallel to the local magnetisation. The lattice counterpart is a term \(-\mathbf h_i\cdot\boldsymbol\sigma\) on site \(i\). For the collinear state set \(\mathbf h_A=J\mathbf n\) and \(\mathbf h_B=-J\mathbf n\), with \(J>0\). All other terms are proportional to the unit matrix in spin space, so \(\mathbf n\cdot\boldsymbol\sigma\) commutes with the Hamiltonian, and a rotation of the spins alone turns \(\mathbf n\) without changing any energy.

The Fourier sum of the hoppings between A sites is

\[
-2(t_2+\delta)\cos k_x-2(t_2-\delta)\cos k_y=\varepsilon_0+D,
\]

\[
\varepsilon_0=-2t_2(\cos k_x+\cos k_y),\qquad D=-2\delta(\cos k_x-\cos k_y).
\]

For B sites \(\delta\) changes sign, which gives \(\varepsilon_0-D\). The four A–B hops, with displacements \((\pm\tfrac12,\pm\tfrac12)\), give

\[
X=-t_1\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}=-4t_1\cos\frac{k_x}{2}\cos\frac{k_y}{2}.
\]

Let \(\tau_x,\tau_y,\tau_z\) be Pauli matrices in the space (A, B). The exchange energy of spin \(s\) is \(-sJ\) on A and \(+sJ\) on B, so

\[
H_s=\varepsilon_0+X\tau_x+(D-sJ)\tau_z .
\]

Since \(\tau_x\) and \(\tau_z\) anticommute and square to one, the square of \(H_s-\varepsilon_0\) is \(X^2+(D-sJ)^2\). Its trace is zero, so its two eigenvalues are opposite:

\[
E_{s,\pm}=\varepsilon_0\pm\sqrt{X^2+(D-sJ)^2}.
\]

**The splitting**

Write \(R_\pm=\sqrt{X^2+(D\pm J)^2}\). The lower level is \(\varepsilon_0-R_-\) for spin up and \(\varepsilon_0-R_+\) for spin down. Their difference is

\[
\Delta=E_\uparrow-E_\downarrow=R_+-R_-=\frac{R_+^2-R_-^2}{R_++R_-}.
\]

In the numerator \(X^2\) cancels, and \((D+J)^2-(D-J)^2=4JD\). Hence

\[
\Delta(\mathbf k)=\frac{4JD(\mathbf k)}{R_+(\mathbf k)+R_-(\mathbf k)} .
\]

No spin-orbit parameter has entered. The upper band has \(R_--R_+=-\Delta\), the opposite splitting.

This is where step (b) fails. Spin does not need to know the lattice directions. The exchange field ties spin to sublattice, and the hopping ties sublattice to direction. Remove either link, \(J=0\) or \(\delta=0\), and \(\Delta\) vanishes at every \(\mathbf k\). For \(\delta=0\) the translation by \((\tfrac12,\tfrac12)\) with a spin flip is again a symmetry, and the model is an ordinary antiferromagnet with degenerate bands.

The shape follows from \(D\). Both \(D\) and \(X\) are even in \(\mathbf k\), so \(\Delta(-\mathbf k)=\Delta(\mathbf k)\). Interchanging \(k_x\) and \(k_y\) reverses \(D\), which merely swaps \(R_+\) and \(R_-\), so \(\Delta\) changes sign. It is zero on the diagonals \(k_x=\pm k_y\). Near the zone centre \(\cos k\approx1-k^2/2\), so with \(\mathbf k=k(\cos\varphi,\sin\varphi)\)

\[
D\approx\delta(k_x^2-k_y^2)=\delta k^2\cos2\varphi .
\]

To this order the denominator may be taken at \(\mathbf k=0\), where \(X^2=16t_1^2\) and \(D=0\):

\[
\Delta\approx\frac{2J\delta}{\sqrt{16t_1^2+J^2}}\,k^2\cos2\varphi .
\]

This is the d-wave form: two sign changes per half turn around the centre.

**How large it can be**

The splitting is proportional to the product \(JD\) only where \(|X|\) is much larger than both \(|J|\) and \(|D|\), since then \(R_++R_-\approx2|X|\); in general it is bounded. Since \(R_\pm\ge|D\pm J|\),

\[
R_++R_-\ge|D+J|+|D-J|=2\max(|D|,|J|),
\]

and therefore

\[
|\Delta|\le\frac{4|J||D|}{2\max(|D|,|J|)}=2\min(|J|,|D|).
\]

Equality holds where \(X=0\). The largest value of \(|D|\) is \(4|\delta|\), reached at \((\pi,0)\), where \(X\) does vanish. The maximum over the zone is thus \(2\min(|J|,4|\delta|)\).

Two limits show the mechanism. If \(J\ll\sqrt{X^2+D^2}\), both roots tend to \(\sqrt{X^2+D^2}\) and

\[
\Delta\approx\frac{2JD}{\sqrt{X^2+D^2}} .
\]

Here the anisotropic hopping gives a Bloch state unequal weights on A and B, and exchange acts on the difference. If \(J\) is much larger than \(|X|\) and \(|D|\), then \(R_++R_-\approx2J\) and \(\Delta\approx2D\). In the lower band spin up now sits on A with energy \(\varepsilon_0+D-J\), and spin down on B with energy \(\varepsilon_0-D-J\). The exchange energy is common to both and drops out; what remains is the difference in hopping energy. A stronger exchange field then no longer increases the splitting appreciably.

**Why the net moment is nevertheless zero**

Exchange the sublattices by conjugating with \(\tau_x\), which reverses \(\tau_z\):

\[
\tau_xH_s(k_x,k_y)\tau_x=\varepsilon_0+X\tau_x+(-D+sJ)\tau_z=H_{-s}(k_y,k_x).
\]

The last equality uses \(D(k_y,k_x)=-D(k_x,k_y)\) and the symmetry of \(\varepsilon_0\) and \(X\). So \(E_s(k_x,k_y)=E_{-s}(k_y,k_x)\). Every up level has a down partner of equal energy at the mirrored momentum. Summing any occupation function \(f(E)\) over the zone gives \(N_\uparrow=N_\downarrow\), for any filling and temperature, as long as the two exchange fields remain equal and opposite and the other terms keep the symmetry that exchanges the sublattices. Step (a) confuses this equality of sums with an equality at each \(\mathbf k\).

**Where the exchange field comes from**

One might object that \(J\) was put in by hand. Let it arise from an on-site repulsion \(Un_\uparrow n_\downarrow\) in mean field. This stands in for a local noncollinear exchange-correlation field; it is not a density functional for a real material. With \(n=\langle n_\uparrow+n_\downarrow\rangle\) and \(\mathbf m=\langle c^\dagger\boldsymbol\sigma c\rangle\) on a site, the direct terms are

\[
U\left(\langle n_\uparrow\rangle n_\downarrow+\langle n_\downarrow\rangle n_\uparrow\right)=\frac U2\left(n\,c^\dagger c-m_z\,c^\dagger\sigma_zc\right).
\]

The spin-flip terms are \(-U\langle c_\uparrow^\dagger c_\downarrow\rangle c_\downarrow^\dagger c_\uparrow\) and its conjugate. Since \(\langle c_\uparrow^\dagger c_\downarrow\rangle=(m_x+im_y)/2\), they add \(-\tfrac U2(m_x\,c^\dagger\sigma_xc+m_y\,c^\dagger\sigma_yc)\). Up to a constant the spin-dependent part is \(-\tfrac U2\mathbf m\cdot\boldsymbol\sigma\), so \(\mathbf h_i=U\mathbf m_i/2\).

At half filling with a gap, both lower bands are full. In the lower state of \(H_s\) one has \(\langle\tau_z\rangle=-(D-sJ)/\sqrt{X^2+(D-sJ)^2}\), and the weight on A is \((1+\langle\tau_z\rangle)/2\). Subtracting the down weight from the up weight and averaging over the zone gives

\[
m=\frac12\left\langle\frac{J-D}{R_-}+\frac{J+D}{R_+}\right\rangle_{\mathbf k}=\left\langle\frac{J-D}{R_-}\right\rangle_{\mathbf k}.
\]

The two averages are equal because \(k_x\leftrightarrow k_y\) reverses \(D\). Self-consistency requires \(J=Um/2\).

**Numbers for the model**

I use round parameters that represent no compound: \(t_1=0.20\), \(t_2=0.02\), \(\delta=0.05\) and \(U=1.20\) eV. The vector mean-field equations were iterated at half filling from two moments of unequal length, 122° apart. They relaxed to antiparallel moments of 0.818 \(\mu_B\) (for \(g=2\)), with a net moment that is zero to numerical accuracy. The common axis is a general direction; without SOC nothing selects another. The exchange energy is

\[
J=\tfrac12(1.20\ \text{eV})(0.818)=0.491\ \text{eV},
\]

in agreement with the scalar self-consistency condition.

At \((\pi,0)\), \(\varepsilon_0=X=0\) and \(D=4\delta=0.20\) eV. The up levels are \(\pm(J-D)=\pm0.291\) eV and the down levels \(\pm(J+D)=\pm0.691\) eV. In the lower band

\[
\Delta=-0.291-(-0.691)=+0.400\ \text{eV}.
\]

This equals \(2\min(0.491,0.20)\) eV, so it is limited by the hopping anisotropy and not by exchange. At \((0,\pi)\) the result is \(-0.400\) eV, and on the diagonal it is zero. A splitting of this size, comparable with the 0.58 eV band gap, has been obtained with SOC absent.

At \((\pi/2,0)\), where \(D=0.10\) and \(X=-0.566\) eV, neither limit applies. There \(R_+=\sqrt{0.566^2+0.591^2}=0.818\) eV and \(R_-=\sqrt{0.566^2+0.391^2}=0.688\) eV, so \(\Delta=0.130\) eV. With \(J\) set by hand to 0.02 eV the splitting is 0.0070 eV, as the weak-exchange formula gives; with \(J=10\) eV it is 0.1997 eV, close to \(2D=0.20\) eV.

**A metal, and a control**

In the half-filled insulator the net moment vanishes by counting alone: one full band for each spin. A metal is a sharper test of the symmetry argument. Keep \(J=0.491\) eV fixed, without renewed self-consistency, and remove 0.2 electrons per cell at \(kT=0.02\) eV. The difference \(N_\uparrow-N_\downarrow\) remains zero. The zone average of \(|n_\uparrow(\mathbf k)-n_\downarrow(\mathbf k)|\), however, is 0.190. With the upper bands practically empty, this average cannot exceed the total number of holes, 0.2, and would reach it if up and down holes never shared a momentum. The two sets of holes are thus almost separate in momentum space, yet equal in number.

Now add a site potential \(+\eta\) on A and \(-\eta\) on B, with \(\eta=0.10\) eV. It replaces \(D\) by \(D+\eta\), and since \(\eta\) does not change sign under \(k_x\leftrightarrow k_y\), the pairing of levels is lost. The lower up level at \((\pi,0)\) rises to \(-(0.491-0.30)=-0.191\) eV, while the lower down level at \((0,\pi)\) falls to \(-(0.491-0.10)=-0.391\) eV. The holes therefore favour spin up, and the calculation gives \(N_\uparrow-N_\downarrow=-0.198\) per cell, nearly the full 0.2. Equal and opposite exchange fields alone do not guarantee compensation in a metal; the symmetry linking the sublattices does.

**What spin-orbit coupling does in this lattice**

Let the A–B hop acquire the extra matrix element \(i\lambda\nu\sigma_z\), where \(\nu=\pm1\) is the sign of \(d_xd_y\). Its Fourier sum is

\[
i\lambda\sigma_z\left[2\cos\frac{k_x+k_y}{2}-2\cos\frac{k_x-k_y}{2}\right]=-iL\sigma_z,
\]

\[
L=4\lambda\sin\frac{k_x}{2}\sin\frac{k_y}{2}.
\]

The A–B element of \(\tau_y\) is \(-i\), so the added term is \(L\tau_y\sigma_z\). It respects time reversal: \(\tau_y\) and \(\sigma_z\) both change sign, while \(L\) is even in \(\mathbf k\).

First set \(J=0\). For either value of \(\sigma_z\) the energies are \(\varepsilon_0\pm\sqrt{X^2+L^2+D^2}\), so SOC alone produces no splitting here. In this model it is neither necessary nor sufficient. Other SOC terms, in crystals without inversion symmetry, can split bands; the present result does not exclude that.

Next restore \(J\) with \(\mathbf n\) along \(z\). Spin remains conserved and \(X^2\) becomes \(X^2+L^2\) in both roots. The numerator \(4JD\) is unchanged and the denominator cannot decrease, so \(|\Delta|\) is reduced or unchanged. This comparison, and the numbers in the rest of this section, keep \(J=0.491\) eV fixed, without renewed self-consistency. For \(\lambda=0.02\) eV the splitting at \((3\pi/4,\pi/4)\) goes from 0.2431 to 0.2428 eV.

With \(\mathbf n\) along \(x\) the effect is different in kind. On the diagonal \(k_x=k_y\), where \(D=0\), the Hamiltonian minus \(\varepsilon_0\) is

\[
M=X\tau_x+L\tau_y\sigma_z-J\tau_z\sigma_x .
\]

The first term anticommutes with the other two. Those two commute with each other, and \(\tau_y\tau_z\,\sigma_z\sigma_x=(i\tau_x)(i\sigma_y)=-\tau_x\sigma_y\), so

\[
M^2=X^2+J^2+L^2+2JLQ,\qquad Q=\tau_x\sigma_y .
\]

\(Q\) has eigenvalues \(\pm1\) and commutes with \(M\). In each of its two-dimensional sectors \(M^2=X^2+(J\pm L)^2\), and \(M\) is traceless there because neither \(M\) nor \(MQ\) has a trace. Each sector thus contributes one negative level, and the lower pair is split by

\[
\sqrt{X^2+(J+|L|)^2}-\sqrt{X^2+(J-|L|)^2}.
\]

At \((\pi/2,\pi/2)\), \(X=-0.40\) and \(L=0.04\) eV, which gives \(0.665-0.603=0.062\) eV, where the splitting was zero before. To leading order it is \(2J|L|/\sqrt{X^2+J^2}\), linear in \(\lambda\). It should not be called an up–down splitting along \(\mathbf n\): the total \(\sigma_x\) anticommutes with \(Q\), so its expectation value in each of these states is zero.

**Consequences for the manuscript**

Conclusion (c) must be withdrawn as it stands. A momentum-dependent splitting in a compensated magnet is no measure of SOC until the part that exists without SOC has been determined. The direct check is to repeat the self-consistent calculation with SOC switched off and the same magnetic order. A splitting that survives does not need SOC. If it is even in \(\mathbf k\) and reversed by the operation that exchanges the sublattices, it has the symmetry described here. That alone does not show whether it comes from anisotropic hopping, as in this model, or from an exchange field that is itself anisotropic around each site. The part that changes with SOC should then be examined for both its magnitude and its dependence on the moment direction, particularly along lines where the splitting without SOC vanishes.

The model does not predict how the splitting varies from light to heavy elements, since \(J\) and \(\delta\) are inputs or follow from inputs. It has one orbital per site, a mean-field interaction and a magnetic cell fixed to two sites, so longer-period order was not examined. These limits affect its use for a particular compound; they do not affect its role as a counterexample to steps (a) and (b). The values quoted are listed in the numerical output below or follow from it by the arithmetic shown.

## Calculated quantities

```
t1, t2, delta = 0.20, 0.02, 0.05 eV
U, lambda = 1.20, 0.02 eV
start angle between moments = 122.0 deg
self-consistency cycles (24x24 k points) = 118
moment on A (mu_B, g=2) = [0.4798 0.633  0.1969]
moment on B (mu_B, g=2) = [-0.4798 -0.633  -0.1969]
moment size per site = 0.8183 mu_B
size of net moment per cell = 7.8e-11 mu_B
exchange J from matrices = 0.49099 eV
exchange J from gap equation = 0.49099 eV
exchange J, 96x96 k points = 0.49099 eV
band gap on the 24x24 mesh = 0.5820 eV
level at (pi,0) = -0.6910 eV, spin along n = -1.000
level at (pi,0) = -0.2910 eV, spin along n = +1.000
level at (pi,0) = +0.2910 eV, spin along n = +1.000
level at (pi,0) = +0.6910 eV, spin along n = -1.000
D at (pi,0) = 0.2000 eV
splitting at (pi,0) = +0.4000 eV
splitting at (0,pi) = -0.4000 eV
splitting at (pi/2,pi/2) = 0.0e+00 eV (size)
largest change on turning n = 7.8e-16 eV
largest splitting, delta=0 = 0.0e+00 eV
largest splitting, J=0 = 0.0e+00 eV
largest splitting, J=0 with SOC = 5.6e-16 eV
at (pi/2,0): D = 0.1000 eV, X = -0.5657 eV
  J = 0.02 eV: splitting 0.00696 eV
  weak-exchange limit 0.00696 eV
  J = 0.4910 eV: splitting 0.13043 eV
  J = 10.0 eV: splitting 0.19968 eV
  strong-exchange limit 0.20000 eV
d-wave coefficient, ring k=0.02: 0.052308 eV
d-wave coefficient, formula: 0.052308 eV
metal: 1.8 electrons per cell, kT = 0.02 eV
metal: chemical potential = -0.3746 eV
metal: size of N_up - N_down = 0.0e+00 per cell
metal: mean |n_up(k) - n_down(k)| = 0.1904
control: site potentials +/-0.10 eV on A/B
control: N_up - N_down = -0.1977 per cell
at (3pi/4,pi/4), no SOC: 0.24312 eV
at (3pi/4,pi/4), SOC, n along z: 0.24280 eV
at (pi/2,pi/2), SOC, n along z: 4.4e-16 eV (size)
at (pi/2,pi/2), SOC, n along x: 0.06197 eV
L at (pi/2,pi/2) = 0.0400 eV
```
